# Tunnelling decay and s-wave corrugation: large-distance forms with first corrections

## 1. One electron and a flat barrier

An electron of energy \(E\) meets a flat barrier that starts at \(x=0\), ends at \(x=d\), and rises by \(\phi\) above \(E\). Inside it the Schrödinger equation is

\[
-\frac{\hbar^2}{2m}\psi''+\phi\,\psi=0
\quad\Longrightarrow\quad
\psi''=\kappa^2\psi,\qquad \kappa=\frac{\sqrt{2m\phi}}{\hbar}.
\]

On both sides of the barrier the wave number is \(k\). The wave is \(e^{ikx}+Re^{-ikx}\) on the left, \(Ae^{-\kappa x}+Be^{\kappa(x-d)}\) inside, and \(te^{ik(x-d)}\) on the right. Continuity of \(\psi\) and \(\psi'\) at \(x=d\) gives

\[
Ae^{-\kappa d}+B=t,\qquad \kappa(-Ae^{-\kappa d}+B)=ikt .
\]

Multiplying the first equation by \(\kappa\) and subtracting the second gives \(2\kappa Ae^{-\kappa d}=(\kappa-ik)t\). The first equation also shows that \(B\) is of order \(Ae^{-\kappa d}\). At \(x=0\) the growing wave therefore contributes \(Be^{-\kappa d}\), of order \(Ae^{-2\kappa d}\), which is dropped for a thick barrier. The conditions there become

\[
1+R=A,\qquad ik(1-R)=-\kappa A .
\]

Multiplying the first by \(ik\) and adding the second gives \(2ik=(ik-\kappa)A\). Combining the two results,

\[
|t|^2=\frac{4\kappa^2}{\kappa^2+k^2}|A|^2e^{-2\kappa d}
=\frac{16k^2\kappa^2}{(k^2+\kappa^2)^2}\,e^{-2\kappa d},
\]

with a relative error of order \(e^{-2\kappa d}\). The wave number is the same on both sides, so \(|t|^2\) is the transmission probability. At fixed \(k\) and \(\phi\), one extra angstrom divides it by \(e^{2\kappa\cdot 1\,\text{Å}}\). The number of decades lost per unit length is \(2\kappa/\ln 10\).

With \(\hbar^2/2m=3.810\) eV Å\(^2\), a barrier of 4 eV has \(\kappa=\sqrt{4/3.810}=1.0246\) Å\(^{-1}\). The current factor per angstrom is \(e^{2.049}=7.76\), or 0.890 decade. For 5 eV, \(\kappa=1.1456\) Å\(^{-1}\), the factor is 9.89, and the rate is 0.995 decade per angstrom. Exactly one decade requires \(2\kappa=\ln10\) Å\(^{-1}\), hence

\[
\phi=\frac{\hbar^2}{2m}\,\frac{(\ln 10)^2}{4\,\text{Å}^2}=5.05\ \text{eV}.
\]

"One decade per angstrom" is thus a rounding: the rate falls short of one decade per angstrom by 0.110 decade at 4 eV, where the current factor is 7.76 rather than 10, and by 0.005 decade at 5 eV. Because \(\kappa\propto\sqrt\phi\), the rate changes slowly with the barrier.

## 2. What an s-wave tip measures

A real surface varies sideways, so we need to know which property of the sample sets the current. Let \(\psi\) be a state of the sample alone and \(\chi\) a state of the tip alone, both at energy \(E\). Place a plane in the vacuum between them, with the tip at larger \(z\). The full Hamiltonian \(H\) equals the sample Hamiltonian below the plane and the tip Hamiltonian above it. Therefore

\[
(H-E)\psi=0\ \text{below},\qquad (H-E)\chi=0\ \text{above}.
\]

To lowest order in the weak overlap, an electron starting in \(\psi\) is driven into \(\chi\) by \(M=\langle\chi|H-E|\psi\rangle\). Only the region above the plane contributes. There we may subtract \(\psi[(H-E)\chi]^*=0\), which cancels the potential and energy terms:

\[
M=-\frac{\hbar^2}{2m}\int_{\rm above}\nabla\!\cdot(\chi^*\nabla\psi-\psi\nabla\chi^*)\,d^3r
=\frac{\hbar^2}{2m}\int dS\,(\chi^*\partial_z\psi-\psi\,\partial_z\chi^*).
\]

The sign changes because the outward normal of the upper region points towards \(-z\). In a symmetric double well the same element couples the two sides and splits the level by \(2|M|\) to lowest order in the overlap, because the two-state matrix with \(E\) on the diagonal and \(M\) off it has eigenvalues \(E\pm|M|\). For two square wells 4 Å wide and 9 eV deep, separated by a barrier 6 Å wide, both the exact splitting and \(2|M|\) are \(2.3463\times10^{-4}\) eV.

Now assume that sample and tip have the same work function \(\phi\), that the bias is small, and that the potential in the gap is flat. Both states then obey \(\nabla^2\psi=\kappa^2\psi\) in the gap. An s-wave tip is one whose state there is \(\chi=A_t e^{-\kappa r}/r\), where \(r\) is the distance from the tip centre \(\mathbf r_0\).

The surface integral uses only values on the plane, so both vacuum forms may be continued mathematically into the region above it. The continued \(\chi\) has a point source. Near \(\mathbf r_0\) it behaves as \(A_t/r\), whose gradient has flux \(-4\pi A_t\) through a small sphere, so

\[
(\nabla^2-\kappa^2)\chi=-4\pi A_t\,\delta(\mathbf r-\mathbf r_0).
\]

The divergence theorem for the continued functions gives

\[
-\int dS\,(\chi^*\partial_z\psi-\psi\,\partial_z\chi^*)
=\int_{\rm above}(\chi^*\nabla^2\psi-\psi\nabla^2\chi^*)\,d^3r
=4\pi A_t^*\psi(\mathbf r_0),
\]

since the \(\kappa^2\) terms cancel. Hence

\[
M=-\frac{2\pi\hbar^2}{m}A_t^*\,\psi(\mathbf r_0).
\]

The golden rule gives each sample state \(s\) a transfer rate proportional to \(|M|^2\). At low temperature a small bias \(V\) opens an energy window \(eV\) at the Fermi level, so

\[
I\propto V\rho(\mathbf r_0),\qquad
\rho(\mathbf r_0)=\sum_s|\psi_s(\mathbf r_0)|^2\,\delta(E_s-E_F).
\]

The current maps the sample's Fermi-level density at the tip centre. From here on, \(z\) is the height of that centre above the plane of surface nuclei. It includes the tip radius and so exceeds the clear gap.

## 3. Why half a reciprocal vector sets the exponent

On a periodic surface, a vacuum component with lateral momentum \(\mathbf k\) has the form \(e^{i\mathbf k\cdot\mathbf x}e^{-f(\mathbf k)z}\), where \(\mathbf x\) is the lateral position. Substitution in \(\nabla^2\psi=\kappa^2\psi\) gives \(f^2-k^2=\kappa^2\), or

\[
f(\mathbf k)=\sqrt{\kappa^2+k^2}.
\]

At fixed total energy, sideways motion leaves less energy for motion along \(z\), so the decay is faster.

The density is a product \(\psi\psi^*\). Its part varying as \(e^{i\mathbf G\cdot\mathbf x}\) comes from pairs of components with momenta \(\mathbf k\) and \(\mathbf k-\mathbf G\). Since \(f\) is even, such a pair decays at the rate \(f(\mathbf k)+f(\mathbf G-\mathbf k)\).

The slowest pair follows from geometry. The number \(f(\mathbf k)\) is the length of the vector \((\kappa,\mathbf k)\), and the triangle inequality reads

\[
|(\kappa,\mathbf k)|+|(\kappa,\mathbf G-\mathbf k)|\ \ge\ |(2\kappa,\mathbf G)|
=2q,\qquad q=\sqrt{\kappa^2+\tfrac{G^2}{4}} .
\]

Equality requires parallel vectors. Their first entries are equal, so \(\mathbf k=\mathbf G-\mathbf k\), or \(\mathbf k=\mathbf G/2\). The laterally averaged density comes from components paired with themselves. It decays at \(2f(\mathbf k)\ge2\kappa\), with equality at \(\mathbf k=0\). If the Fermi level offers states at both momenta, the relative modulation falls as \(e^{-\gamma z}\), up to slower factors, with

\[
\boxed{\;\gamma=2\left[\sqrt{\kappa^2+\frac{G^2}{4}}-\kappa\right]\;}
\]

The condition matters. Suppose a single state at \(\mathbf k=0\) carries the current. Its \(G\) modulation is the product of components decaying at \(\kappa\) and \(\sqrt{\kappa^2+G^2}\), so the relative exponent is \(\sqrt{\kappa^2+G^2}-\kappa\). The inequality above, taken at \(\mathbf k=0\), shows that this is larger than \(\gamma\). If instead no state near \(\mathbf k=0\) exists at the Fermi level, the mean itself falls faster than \(e^{-2\kappa z}\), and the relative exponent is in general no longer \(\gamma\).

Both kinds of state were computed by diagonalizing a corrugated model slab with period 2.9 Å (3.9 Å thick, 10 eV deep, with a 1 eV coupling between lateral momenta that differ by \(G\)) on a grid of step \(h=0.1\) Å along \(z\). The small gaps between computed rates and formulas below come from this grid, which lowers each decay constant \(f\) by about \(f^3h^2/24\). The quantity compared is the absolute decay rate of the \(G\) component, with \(\kappa\) taken from each state's own energy:

- For the \(k=0\) state at −8.70 eV, the computed rate is 4.143 Å\(^{-1}\) and \(\kappa+\sqrt{\kappa^2+G^2}\) is 4.152 Å\(^{-1}\).
- For the \(k=G/2\) state at −5.11 eV, the computed rate is 3.169 Å\(^{-1}\) and \(2q\) is 3.172 Å\(^{-1}\).

Two limits show how \(\gamma\) behaves. For \(G\ll2\kappa\), expanding the root gives \(q\approx\kappa+G^2/(8\kappa)\), so \(\gamma\approx G^2/(4\kappa)\). The single \(k=0\) state gives \(G^2/(2\kappa)\) in this limit, twice as much. For \(G\gg2\kappa\), \(\gamma\approx G-2\kappa\). Fine lateral detail is lost much faster than coarse detail.

## 4. A lattice of s-like atoms: the prefactor and its first correction

The exponent alone gives no corrugation in angstroms. A model supplies the prefactor. Let each atom of a square lattice with spacing \(a\) contribute the density of an s-like tail, and add the densities without interference:

\[
\rho(\mathbf x,z)\propto\sum_{\mathbf R}\frac{e^{-2\kappa r_{\mathbf R}}}{r_{\mathbf R}^2},\qquad
r_{\mathbf R}=\sqrt{|\mathbf x-\mathbf R|^2+z^2}.
\]

The Fourier coefficient is an integral over one cell of a sum over atoms, which equals an integral over the whole plane for one atom:

\[
\rho_G=\frac1{a^2}\int d^2x\,e^{-i\mathbf G\cdot\mathbf x}\,\frac{e^{-2\kappa r}}{r^2},
\qquad
\frac{e^{-2\kappa r}}{r^2}=\int_{2\kappa}^{\infty}\frac{e^{-sr}}{r}\,ds .
\]

The second identity replaces \(1/r^2\) by a form whose transform is simple. Call \(F(z)\) the lateral transform of \(e^{-sr}/r\). The point-source equation of section 2, with \(s\) in place of \(\kappa\), becomes

\[
F''-w^2F=-4\pi\delta(z),\qquad w=\sqrt{s^2+G^2}.
\]

The decaying solution is \(F=2\pi e^{-w|z|}/w\), because its slope jumps from \(+2\pi\) to \(-2\pi\) at \(z=0\), as the source demands. For \(z>0\),

\[
\rho_G=\frac{2\pi}{a^2}\int_{2\kappa}^\infty\frac{e^{-wz}}{w}\,ds
=\frac{2\pi}{a^2}\int_{2q}^{\infty}\frac{e^{-zu}}{\sqrt{u^2-G^2}}\,du .
\]

The last step sets \(u=w\). Then \(s\,ds=u\,du\), so \(ds/w=du/s\), and the lower limit is \(\sqrt{4\kappa^2+G^2}=2q\). The exponent \(2q\) found from the pair at \(\mathbf G/2\) reappears as the end point of an integral.

For large \(z\) the integrand is concentrated near that end point. Write \(g(u)=(u^2-G^2)^{-1/2}\) and integrate by parts twice:

\[
\int_{2q}^\infty e^{-zu}g\,du=e^{-2qz}\left[\frac{g(2q)}{z}+\frac{g'(2q)}{z^2}+O(z^{-3})\right].
\]

Since \(4q^2-G^2=4\kappa^2\), we have \(g(2q)=1/(2\kappa)\). The derivative \(g'=-u(u^2-G^2)^{-3/2}\) gives \(g'(2q)=-2q/(8\kappa^3)=-q/(4\kappa^3)\). Therefore

\[
\rho_G=\frac{2\pi}{a^2}\,\frac{e^{-2qz}}{2\kappa z}\left[1-\frac{q}{2\kappa^2z}+O(z^{-2})\right].
\]

The mean is the case \(G=0\), for which \(q=\kappa\) and the bracket is \(1-1/(2\kappa z)+O(z^{-2})\). In the ratio the factors \(1/(2\kappa z)\) cancel, and the first corrections subtract:

\[
r\equiv\frac{\rho_G}{\rho_0}
=e^{-2(q-\kappa)z}\left[1-\frac{q-\kappa}{2\kappa^2z}+\dots\right]
=e^{-\gamma z}\left[1-\frac{\gamma}{4\kappa^2z}+O(z^{-2})\right].
\]

In this model the leading prefactor is one. That value belongs to densities added without interference. In a crystal of coherent Bloch states, the cosine-like and sine-like states at \(\mathbf G/2\) contribute with opposite signs, so the prefactor can be much smaller than one, or negative, while the exponent at large \(z\) remains \(\gamma\). The expansion needs \(z\gg q/(2\kappa^2)\), so it fails close to the surface, and it fails sooner for large \(G\).

**The decade rule with its correction.** For \(G=0\) the integral is the exponential integral \(E_1(2\kappa z)\), with \(E_1(y)=\int_y^\infty e^{-t}dt/t\). Differentiating with respect to its lower limit gives

\[
-\frac{d\ln\rho_0}{dz}=\frac{e^{-2\kappa z}}{zE_1(2\kappa z)}
=2\kappa\left[1+\frac1{2\kappa z}+\dots\right]\approx2\kappa+\frac1z .
\]

At \(z=8\) Å the extra term is \(0.125\) Å\(^{-1}\), or 0.054 decade per angstrom. The expected rates are \(0.890+0.054=0.944\) for 4 eV and \(0.995+0.054=1.049\) for 5 eV. Direct lattice sums give 0.941 and 1.047. For this model surface the rate therefore lies on either side of one decade per angstrom across the 4 to 5 eV range.

## 5. From modulation to corrugation

In constant-current operation the tip follows a surface of constant \(\rho\). The four shortest reciprocal vectors, of length \(G=2\pi/a\), give

\[
\rho(x,y,z)\approx\rho_0(z)\,[1+2r(\cos Gx+\cos Gy)].
\]

Above an atom the bracket is \(1+4r\). Above the hollow at \((a/2,a/2)\) it is \(1-4r\). The next vectors, \((\pm G,\pm G)\), contribute equally at these two points and so drop out of their difference at first order.

Let the tip shift by \(\delta\) from the mean height. With \(4r\ll1\), constancy of \(\ln\rho\) requires

\[
-\left(2\kappa+\frac1z\right)\delta\pm4r=0 .
\]

The change of \(r\) with \(\delta\) is of second order and is dropped. The top-to-hollow corrugation is the difference of the two shifts:

\[
\Delta\approx\frac{8r}{2\kappa+1/z}\approx\frac{8\,e^{-\gamma z}}{2\kappa+1/z}.
\]

This working estimate keeps the correction to the slope and leaves out the correction to \(r\). The latter would multiply \(\Delta\) by \(1-\gamma/(4\kappa^2z)\), and its size is checked below.

## 6. Two lattices under the same tip

Take the round model values \(\phi=4.5\) eV and \(z=8\) Å, so that \(\kappa=1.0868\) Å\(^{-1}\) and \(2\kappa+1/z=2.299\) Å\(^{-1}\).

**Close lattice, \(a=2.9\) Å.** Here \(G=2\pi/2.9=2.1666\) Å\(^{-1}\), and

\[
q=\sqrt{1.0868^2+1.0833^2}=1.5345\ \text{Å}^{-1},\qquad
\gamma=2(1.5345-1.0868)=0.895\ \text{Å}^{-1}.
\]

Then \(e^{-\gamma z}=7.75\times10^{-4}\), and

\[
\Delta\approx\frac{8\times7.75\times10^{-4}}{2.299}=0.0027\ \text{Å}=0.27\ \text{pm}.
\]

The constant-density contour of the full lattice sum also gives 0.0027 Å. The first correction to \(r\) is \(0.895/(4\times1.0868^2\times8)=0.024\). It lowers \(7.745\times10^{-4}\) to \(7.56\times10^{-4}\), against \(7.61\times10^{-4}\) from the lattice sum.

Moving the tip centre to 6 Å raises the estimate to 0.0159 Å, or 1.6 pm. The contour gives 0.0156 Å. The corrugation grows about sixfold, while the mean current grows by roughly two decades.

**Wide lattice, \(a=5.0\) Å.** Now \(G=1.2566\) Å\(^{-1}\), \(q=1.2553\) Å\(^{-1}\) and \(\gamma=0.337\) Å\(^{-1}\). At \(z=8\) Å, \(e^{-\gamma z}=0.0674\), so

\[
\Delta\approx\frac{8\times0.0674}{2.299}=0.235\ \text{Å}\approx23\ \text{pm}.
\]

The contour also gives 0.235 Å. This agreement is better than the approximations guarantee. With \(4r=0.27\), replacing \(\ln[(1+4r)/(1-4r)]\) by \(8r\) omits a relative term \((4r)^2/3\), about 2.4%. At fixed height it is offset by the next reciprocal vectors, \((\pm G,\pm G)\), \((\pm2G,0)\) and \((0,\pm2G)\): they raise the density at both points by 2.5% of the mean, which lowers the logarithm of the ratio by about the same relative amount. The smaller neglected terms also nearly cancel: the corrections to \(r\) (about −0.7%) and to the slope (about +0.3%) are balanced by the change of the modulation with the shifted height (about +0.7%).

At equal height the slopes are equal, and the two estimates differ by the factor \(e^{(0.895-0.337)\times8}\approx87\). A spacing less than twice as large changes the corrugation by almost two orders of magnitude, because \(G\) enters through an exponent multiplied by the full height.

The exponent can also be read from the lattice sums between 8 and 10 Å:

| \(a\) (Å) | lattice sum (Å\(^{-1}\)) | \(\gamma\) (Å\(^{-1}\)) | single \(k=0\) state (Å\(^{-1}\)) |
|---|---|---|---|
| 2.9 | 0.894 | 0.895 | 1.337 |
| 5.0 | 0.337 | 0.337 | 0.575 |

The sums follow \(\gamma\) and rule out the \(k=0\) exponent for this model.

A corrugation of a fraction of a picometre is a prediction for an s-wave tip, a flat barrier, small bias, equal work functions, lowest order in the tip–sample overlap, and a square lattice of rigid atoms 2.9 Å apart whose s-like densities add without interference, with the tip centre 8 Å above the nuclei. If a surface with this lattice and barrier shows far more at the same height, at least one of these assumptions has failed. For a tip state of another symmetry, for example, section 2 no longer makes \(M\) proportional to \(\psi(\mathbf r_0)\). The numerical check supports the formulas within the model and does not decide which assumption a given experiment violates.

## Computed values

```
hbar^2/(2m) = 3.8100 eV angstrom^2
double well: exact splitting = 2.3463e-04 eV
double well: 2|M| from plane formula = 2.3463e-04 eV
phi = 4.0 eV: kappa = 1.0246 1/angstrom
  current factor per angstrom = 7.76
  decades per angstrom, formula = 0.890
  decades per angstrom, wave matching = 0.890
phi = 4.5 eV: kappa = 1.0868 1/angstrom
  current factor per angstrom = 8.79
  decades per angstrom, formula = 0.944
  decades per angstrom, wave matching = 0.944
phi = 5.0 eV: kappa = 1.1456 1/angstrom
  current factor per angstrom = 9.89
  decades per angstrom, formula = 0.995
  decades per angstrom, wave matching = 0.995
phi for exactly one decade per angstrom = 5.05 eV
slowest pair: k/G = 0.500
slab, G-component decay rates in 1/angstrom:
  k=0 state at -8.70 eV: computed 4.143, formula 4.152
  k=G/2 state at -5.11 eV: computed 3.169, formula 3.172
tip-centre height z = 8.0 angstrom
lattice mean, phi = 4.0 eV: 0.941 decades per angstrom
lattice mean, phi = 5.0 eV: 1.047 decades per angstrom
corrugation for phi = 4.5 eV:
a = 2.9 angstrom, z = 8.0 angstrom:
  G = 2.1666, q = 1.5345, gamma = 0.8954 1/angstrom
  modulation r: exp(-gamma z) = 7.745e-04, lattice sum = 7.608e-04
  corrugation: estimate = 0.0027, contour = 0.0027 angstrom
  corrugation estimate = 0.27 pm
a = 2.9 angstrom, z = 6.0 angstrom:
  G = 2.1666, q = 1.5345, gamma = 0.8954 1/angstrom
  modulation r: exp(-gamma z) = 4.643e-03, lattice sum = 4.541e-03
  corrugation: estimate = 0.0159, contour = 0.0156 angstrom
  corrugation estimate = 1.59 pm
a = 5.0 angstrom, z = 8.0 angstrom:
  G = 1.2566, q = 1.2553, gamma = 0.3371 1/angstrom
  modulation r: exp(-gamma z) = 6.741e-02, lattice sum = 6.698e-02
  corrugation: estimate = 0.2346, contour = 0.2351 angstrom
  corrugation estimate = 23.46 pm
a = 2.9 angstrom, exponents in 1/angstrom:
  lattice sum 0.8940, gamma 0.8954, single k=0 state 1.3371
a = 5.0 angstrom, exponents in 1/angstrom:
  lattice sum 0.3368, gamma 0.3371, single k=0 state 0.5746
corrugation ratio, wide to close lattice at z = 8.0 angstrom: 87
```
